# Real Spherical Harmonics and the Zero Mean Angular Momentum of Real Orbitals

## 1. The p shell

On the unit sphere, let $x,y,z$ be the components of the unit vector, with $x^2+y^2+z^2=1$. The three real p functions are

$$p_x=\sqrt{\tfrac{3}{4\pi}}\,x,\qquad p_y=\sqrt{\tfrac{3}{4\pi}}\,y,\qquad p_z=\sqrt{\tfrac{3}{4\pi}}\,z .$$

They are orthonormal: the average of $x^2$ over the sphere is $1/3$, and products such as $xy$ average to zero. The operator $L_z=-i\hbar(x\partial_y-y\partial_x)$ gives

$$L_zp_x=i\hbar\,p_y,\qquad L_zp_y=-i\hbar\,p_x,\qquad L_zp_z=0 .$$

Its only nonzero matrix elements are therefore $\langle p_y|L_z|p_x\rangle=i\hbar$ and $\langle p_x|L_z|p_y\rangle=-i\hbar$. They are imaginary and opposite. For a real combination $\phi=c_xp_x+c_yp_y+c_zp_z$,

$$\langle L_z\rangle=c_yc_x(i\hbar)+c_xc_y(-i\hbar)=0 .$$

A complex combination behaves differently. For $\phi=(p_x+ip_y)/\sqrt2$,

$$L_z\phi=\frac{i\hbar p_y+i(-i\hbar)p_x}{\sqrt2}=\hbar\,\frac{p_x+ip_y}{\sqrt2}=\hbar\phi ,$$

so $\langle L_z\rangle=\hbar$. The relative phase $i$ between the real functions carries the angular momentum. The same structure holds for every $l$ and every component of $\mathbf L$.

## 2. Phases of the complex harmonics

We write

$$L_k=-i\hbar D_k,\qquad D_k=(\mathbf r\times\nabla)_k ,$$

where $D_k$ is a real differential operator. The complex harmonics $Y_{lm}$ are orthonormal eigenfunctions of $L^2$ and $L_z$. Their phases are fixed by taking $Y_{l0}$ real and positive at $z=1$, and by requiring positive ladder coefficients for $L_\pm=L_x\pm iL_y$:

$$L_\pm Y_{lm}=\hbar\sqrt{l(l+1)-m(m\pm1)}\;Y_{l,m\pm1}.$$

This is the Condon–Shortley convention. It implies

$$Y_{lm}^*=(-1)^mY_{l,-m}. \tag{1}$$

To see this, note that conjugating the differential operator $L_k$ reverses its sign, so $L_+$ becomes $-L_x+iL_y=-L_-$. The conjugate of the raising equation is then

$$-L_-Y_{lm}^*=\hbar\sqrt{l(l+1)-m(m+1)}\;Y_{l,m+1}^* .$$

Suppose (1) holds for some $m\ge0$; it holds for $m=0$ because $Y_{l0}$ is real. Lowering $Y_{l,-m}$ gives the coefficient $\sqrt{l(l+1)-(-m)(-m-1)}$, which equals the root on the right. Cancelling it leaves $Y_{l,m+1}^*=-(-1)^mY_{l,-m-1}$, which is (1) for $m+1$. Conjugating (1) covers negative $m$.

## 3. The unitary matrix

For $m>0$ define

$$S_{lm}=\frac{Y_{l,-m}+(-1)^mY_{lm}}{\sqrt2},\qquad
S_{l,-m}=\frac{i\left[Y_{l,-m}-(-1)^mY_{lm}\right]}{\sqrt2}, \tag{2}$$

and $S_{l0}=Y_{l0}$. By (1), $Y_{l,-m}=(-1)^mY_{lm}^*$, so

$$S_{lm}=\frac{(-1)^m}{\sqrt2}(Y_{lm}^*+Y_{lm})=\sqrt2(-1)^m\,\mathrm{Re}\,Y_{lm},$$

$$S_{l,-m}=\frac{i(-1)^m}{\sqrt2}(Y_{lm}^*-Y_{lm})=\frac{i(-1)^m}{\sqrt2}(-2i\,\mathrm{Im}\,Y_{lm})=\sqrt2(-1)^m\,\mathrm{Im}\,Y_{lm}.$$

Both functions are real. In matrix form $S_\mu=\sum_mU_{\mu m}Y_m$, with $l$ suppressed. The matrix $U$ has the entry 1 for $\mu=m=0$, and for each $m>0$ a block

$$\begin{pmatrix}S_m\\S_{-m}\end{pmatrix}=\frac1{\sqrt2}\begin{pmatrix}1&s\\ i&-is\end{pmatrix}\begin{pmatrix}Y_{-m}\\Y_m\end{pmatrix},\qquad s=(-1)^m .$$

Each row has squared norm $(1+1)/2=1$. The first row times the conjugate of the second is $[1\cdot(-i)+s\cdot(is)]/2=0$, because $s^2=1$. The block is therefore unitary, and so is $U$. The functions $S_\mu$ form an orthonormal basis of the same shell.

**Cartesian forms.** Put $w=x+iy$. The derivatives needed are

- $D_x$: $x\to0,\ y\to-z,\ z\to y$;
- $D_y$: $x\to z,\ y\to0,\ z\to-x$;
- $D_z$: $x\to-y,\ y\to x,\ z\to0$.

Hence $L_+z=-i\hbar(y-ix)=-\hbar w$ and $L_+w=-i\hbar(iz-iz+0)$. In the last bracket, $D_xw=-iz$ and $iD_yw=iz$, which cancel, so $L_+w=0$.

For $l=1$, start from $Y_{10}=\sqrt{3/4\pi}\,z$ and divide $L_+Y_{10}$ by $\hbar\sqrt2$. This gives $Y_{11}=-\sqrt{3/8\pi}\,w$. Then $S_{11}=-\sqrt2\,\mathrm{Re}\,Y_{11}=p_x$, $S_{1,-1}=p_y$ and $S_{10}=p_z$. With rows $p_y,p_z,p_x$ and columns $m=-1,0,1$,

$$U=\frac1{\sqrt2}\begin{pmatrix}i&0&i\\0&\sqrt2&0\\1&0&-1\end{pmatrix}.$$

For $l=2$, start from $Y_{20}=\sqrt{5/16\pi}\,(3z^2-1)$. Since $L_+$ obeys the product rule, $L_+(3z^2-1)=-6\hbar zw$. Dividing by the ladder coefficients $\hbar\sqrt6$ and then $2\hbar$ gives

$$Y_{21}=-\sqrt{\tfrac{15}{8\pi}}\,zw,\qquad Y_{22}=\sqrt{\tfrac{15}{32\pi}}\,w^2 .$$

With $N=\sqrt{15/4\pi}$, the real functions for $\mu=-2,\dots,2$ are

$$d_{xy}=Nxy,\quad d_{yz}=Nyz,\quad d_{z^2}=N\frac{3z^2-1}{2\sqrt3},\quad d_{xz}=Nxz,\quad d_{x^2-y^2}=N\frac{x^2-y^2}{2}.$$

## 4. Changing the basis of an operator

A bra contains the conjugate of the function, so

$$\langle S_\mu|L_k|S_\nu\rangle=\sum_{mn}U_{\mu m}^*\langle Y_m|L_k|Y_n\rangle U_{\nu n}=(U^*L_kU^T)_{\mu\nu}.$$

The conjugate stands on the left because $U$ was defined to act on functions. As an example, take $\langle p_y|L_z|p_x\rangle$. The conjugated $p_y$ row is $(-i,0,-i)/\sqrt2$, the $p_x$ row is $(1,0,-1)/\sqrt2$, and $L_z$ has diagonal entries $-\hbar,0,\hbar$. The result is

$$\frac{\hbar}{2}\left[(-i)(-1)(1)+(-i)(1)(-1)\right]=i\hbar ,$$

in agreement with Section 1.

## 5. Imaginary and antisymmetric

In the real basis,

$$\langle S_\mu|L_k|S_\nu\rangle=-i\hbar(A_k)_{\mu\nu},\qquad (A_k)_{\mu\nu}=\int S_\mu D_kS_\nu\,d\Omega . \tag{3}$$

Every factor in the integral is real, so $A_k$ is real and each matrix element of $L_k$ is imaginary or zero.

For the symmetry, choose polar angles about axis $k$. Then $D_k=\partial/\partial\varphi_k$, the derivative with respect to the angle of rotation about that axis. For smooth functions $f,g$ on the sphere, the integral of $\partial(fg)/\partial\varphi_k$ over a full turn vanishes, because $fg$ returns to its initial value. The product rule gives

$$0=\int D_k(fg)\,d\Omega=\int gD_kf\,d\Omega+\int fD_kg\,d\Omega. \tag{4}$$

With $f=S_\mu$ and $g=S_\nu$ this reads $(A_k)_{\mu\nu}=-(A_k)_{\nu\mu}$. Thus $L_k$ is imaginary and antisymmetric for $k=x,y,z$. This is consistent with Hermiticity: an imaginary matrix equals its conjugate transpose when it is antisymmetric.

In the complex basis the components look different from one another: $L_z$ is diagonal and real, $L_x$ is real, $L_y$ is imaginary. In the real basis all three are imaginary and antisymmetric, although their patterns of nonzero elements can still differ, because the basis is built about the $z$ axis.

**The component $L_z$.** From (2), for $m>0$,

$$L_zS_{-m}=\frac{i}{\sqrt2}\left[-m\hbar Y_{-m}-(-1)^mm\hbar Y_m\right]=-i\hbar m\,S_m ,$$

so $\langle S_m|L_z|S_{-m}\rangle=-i\hbar m$. The eigenvalues $\pm m\hbar$ have become an off-diagonal pair.

**The p shell.** With $r_1,r_2,r_3=x,y,z$, we have $D_kr_b=\sum_i\epsilon_{kib}r_i$. Projection on $p_a$ gives $\langle p_a|L_k|p_b\rangle=-i\hbar\,\epsilon_{kab}$.

**The d shell.** Apply $D_x$ to $yz$:

$$D_x(yz)=(-z)z+y\,y=y^2-z^2 .$$

To expand the result, use $3z^2-1=2z^2-x^2-y^2$ and set

$$y^2-z^2=\alpha\frac{2z^2-x^2-y^2}{2\sqrt3}+\beta\frac{x^2-y^2}{2}.$$

The coefficient of $z^2$ requires $\alpha/\sqrt3=-1$, so $\alpha=-\sqrt3$. The coefficient of $x^2$ requires $1/2+\beta/2=0$, so $\beta=-1$. The coefficient of $y^2$ is then $1/2+1/2=1$, as needed. Hence

$$D_xd_{yz}=-\sqrt3\,d_{z^2}-d_{x^2-y^2}.$$

In the opposite direction,

$$D_x\frac{2z^2-x^2-y^2}{2\sqrt3}=\frac{4yz+2yz}{2\sqrt3}=\sqrt3\,yz ,$$

which shows the antisymmetry. The same substitutions give all nonzero elements; one of each antisymmetric pair is listed:

- $A_x$: $(xy,xz)=1$, $(yz,z^2)=\sqrt3$, $(yz,x^2-y^2)=1$;
- $A_y$: $(xy,yz)=-1$, $(z^2,xz)=\sqrt3$, $(xz,x^2-y^2)=1$;
- $A_z$: $(xy,x^2-y^2)=-2$, $(yz,xz)=-1$.

## 6. The mean in a real orbital

Let $\phi=\sum_\mu c_\mu S_\mu$ with real $c_\mu$. Then $\langle L_k\rangle=-i\hbar\,c^TA_kc$. This number equals its own transpose, $c^TA_k^Tc=-c^TA_kc$, so it is zero.

An orbital with radial dependence and several values of $l$ needs no new argument. For real, normalized, smooth $\phi(\mathbf r)$,

$$\langle L_k\rangle=-i\hbar\int\phi D_k\phi\,d^3r=-\frac{i\hbar}{2}\int D_k(\phi^2)\,d^3r=0 ,$$

because the integral over the rotation angle vanishes at each radius. A constant phase factor on $\phi$ cancels in the mean. Degeneracy has not entered: a real member of a degenerate level also has zero mean.

Zero mean does not say that angular momentum is absent. Within one shell $\langle L^2\rangle=l(l+1)\hbar^2$. For $l=2$ its root is $\sqrt6\,\hbar=2.4495\,\hbar=2.5832\times10^{-34}$ J s. The orbital $d_{xy}=i(Y_{2,-2}-Y_{22})/\sqrt2$ yields $L_z=+2\hbar$ and $-2\hbar$ with probability $1/2$ each. Its mean is zero, while $\langle L_z^2\rangle=4\hbar^2$.

## 7. What nondegeneracy adds

Consider a spinless particle with

$$H=-\frac{\hbar^2}{2m_e}\nabla^2+V(\mathbf r),\qquad V\ \text{real}.$$

If $H\phi=E\phi$ for a bound state, conjugation gives $H\phi^*=E\phi^*$, since $H$ and $E$ are real. When the level is nondegenerate, $\phi^*$ must be a multiple of $\phi$. The two have equal norm, so the factor is a phase: $\phi^*=e^{-2i\gamma}\phi$. Put $\chi=e^{-i\gamma}\phi$. Then

$$\chi^*=e^{i\gamma}\phi^*=e^{i\gamma}e^{-2i\gamma}\phi=\chi .$$

The eigenfunction is real up to a constant phase, and Section 6 gives $\langle\mathbf L\rangle=0$. This is called the quenching of orbital angular momentum.

For a normalized coefficient vector in the real basis there is a simple measure of realness. The triangle inequality gives $|\sum_\mu c_\mu^2|\le\sum_\mu|c_\mu|^2=1$. Equality requires all nonzero $c_\mu^2$ to share one phase, which means that $c$ is real up to a common phase.

**Degenerate levels.** If real $a$ and $b$ belong to the same level, $\phi=a+ib$ is also an eigenfunction. Assume it is normalized. Then

$$\langle L_k\rangle=\langle a|L_k|a\rangle+i\langle a|L_k|b\rangle-i\langle b|L_k|a\rangle+\langle b|L_k|b\rangle=2i\langle a|L_k|b\rangle .$$

The outer terms vanish, and antisymmetry makes the middle terms equal. For $a=\cos\beta\,S_m$ and $b=\sin\beta\,S_{-m}$,

$$\langle L_z\rangle=2i\cos\beta\sin\beta\,(-i\hbar m)=m\hbar\sin2\beta. \tag{5}$$

The mean runs from zero for a real function ($\beta=0$) to $m\hbar$ at $\beta=45^\circ$, where $\phi=(-1)^mY_{lm}$.

## 8. A d electron in a low-symmetry potential

Take one spinless electron confined to a d shell, with mixing into other shells left out. Its angular potential on the unit sphere is

$$V=V_0\left(x^2+0.7y^2+x^2y^2+0.2xy+0.1yz\right),\qquad V_0=1\ \text{eV}.$$

These are round model parameters. The elements $\int Y_{2m}^*VY_{2n}\,d\Omega$ were integrated numerically on a grid of angles, and the $5\times5$ matrix was diagonalized in the complex basis. Realness was therefore not imposed on the eigenvectors. The mean squares below are in units of $\hbar^2$.

| Level | $E$ (eV) | $\langle L_x^2\rangle$ | $\langle L_y^2\rangle$ | $\langle L_z^2\rangle$ |
|---|---|---|---|---|
| 1 | 0.44169 | 3.4384 | 2.4432 | 0.1184 |
| 2 | 0.48182 | 3.7468 | 1.2545 | 0.9987 |
| 3 | 0.58416 | 1.2533 | 3.7388 | 1.0079 |
| 4 | 0.78415 | 0.5597 | 1.5313 | 3.9090 |
| 5 | 0.87485 | 1.0018 | 1.0322 | 3.9660 |

All five levels are nondegenerate; the smallest gap is 0.0401 eV. No component of $\langle\mathbf L\rangle$ exceeds $4.0\times10^{-15}\,\hbar$ in magnitude in any level, which is zero within rounding. The mean squares in each row add up to 6, apart from rounding.

After removal of a common phase, the lowest orbital has the real coefficients

$$c_{xy}=0.0744,\ c_{yz}=-0.1371,\ c_{z^2}=0.9777,\ c_{xz}=0.0212,\ c_{x^2-y^2}=0.1388 .$$

It is mostly $d_{z^2}$. The matrix $A_z$ shows how the mean cancels: the pair $xy$, $x^2-y^2$ contributes $-2(0.0744)(0.1388)\approx-0.021$ from one element and $+0.021$ from its transpose. In the mean square the contributions add:

$$\frac{\langle L_z^2\rangle}{\hbar^2}=|A_zc|^2=4(0.0744^2+0.1388^2)+0.1371^2+0.0212^2=0.118 .$$

**An axial potential.** Replace $V$ by $(0.5\ \text{eV})\,z^2$. The energy of $d_{xz}$ follows from sphere averages. The average of $z^{2n}$ is $1/(2n+1)$, and by symmetry about the $z$ axis $x^2$ may be replaced by $(1-z^2)/2$. Since $4\pi N^2=15$,

$$E=0.5\cdot15\cdot\tfrac12\left(\tfrac15-\tfrac17\right)\text{eV}=0.5\cdot\tfrac37\ \text{eV}=0.2143\ \text{eV}.$$

The orbital $d_{yz}$ has the same energy by symmetry. Each of the two alone has zero mean $\mathbf L$. The equally valid eigenfunction $\cos30^\circ\,d_{xz}+i\sin30^\circ\,d_{yz}$ has, by (5) with $m=1$, $\langle L_z\rangle=\hbar\sin60^\circ=0.866\,\hbar$.

## 9. A magnetic field

For an electron of charge $-e$ in a field $B$ along $x$, the term linear in the field is

$$W=\frac{\mu_BB}{\hbar}L_x .$$

It is imaginary in the real basis, so the total Hamiltonian is no longer real and the argument of Section 7 fails. The term quadratic in $B$ and spin are left out here. Spin–orbit coupling also contains $\mathbf L$ and likewise lies outside the premise.

Let $|n\rangle$ be the real, nondegenerate states at $B=0$. To first order in $W$,

$$|n'\rangle=|n\rangle+\sum_{k\ne n}|k\rangle\frac{\langle k|W|n\rangle}{E_n-E_k}.$$

In $\langle n'|L_x|n'\rangle$ the zeroth-order term vanishes. The two cross terms are complex conjugates and give

$$\langle L_x\rangle=\frac{2\mu_BB}{\hbar}\sum_{k\ne n}\frac{|\langle k|L_x|n\rangle|^2}{E_n-E_k}. \tag{6}$$

For the lowest level every denominator is negative, so $\langle L_x\rangle$ is negative or zero. The part of the magnetic moment along the field that comes from $W$, $-\mu_B\langle L_x\rangle/\hbar$, is then positive or zero. This is not the whole moment. The omitted quadratic term adds $-e^2B\langle y^2+z^2\rangle/4m_e$, which is negative and also linear in $B$. It is about $2\times10^{-6}\mu_B$ at 1 T for $\langle y^2+z^2\rangle$ of one square bohr, small against the value found below for the d shell with its small gap, but it can dominate when the gaps are large: in the ground state of an anisotropic harmonic oscillator the total moment is negative.

For the low-symmetry potential and $B=1$ T, $\mu_BB=5.788\times10^{-5}$ eV. Equation (6) gives $\langle L_x\rangle=-0.00947\,\hbar$ in the lowest level, and diagonalization of the full $5\times5$ matrix gives the same value to these digits.

The size can be understood from the table. Because $\langle n|L_x|n\rangle=0$, the squared elements in (6) sum to $\langle L_x^2\rangle=3.438\,\hbar^2$. Replacing every gap by the smallest one from the ground level, 0.0401 eV, gives an upper bound on the magnitude:

$$|\langle L_x\rangle|\le\frac{2(5.788\times10^{-5})(3.438)}{0.0401}\,\hbar=0.0099\,\hbar .$$

The bound is $2\langle L_x^2\rangle/\hbar$ times the ratio of the magnetic energy to the smallest gap. It lies close to the actual value here because most of $\langle L_x^2\rangle$ comes from the element to level 2, the nearest level; when the large elements lead to distant levels, the response is well below the bound. Only levels with a nonzero element $\langle k|L_x|n\rangle$ enter (6); for a fixed value of that element, the term grows in magnitude as the gap shrinks, and formula (6) ceases to apply when $\mu_BB$ is no longer small compared with the gap. At a true degeneracy the complex combinations of Section 7 are available even without a field. They carry angular momentum only if some $\langle a|L_k|b\rangle$ within the level is nonzero. The pair $d_{z^2}$, $d_{x^2-y^2}$, degenerate in a cubic potential such as $x^4+y^4+z^4$, has no such element in the lists of Section 5, so every combination of the two has zero mean $\mathbf L$.

All numerical values are calculated from the stated model.
